# Chain Length, Miscibility and Dissolution of Polymer Resists in Organic Developers, part 2

A resist film of linear polymer chains is covered by an organic developer, and exposure may have cut the chains. The question is how far an equilibrium theory of mixing accounts for the removal of short chains and the retention of long ones.

In the mean-field lattice model each site holds one solvent molecule or one chain segment of equal volume. All chains have $N$ segments, $\varphi$ is the polymer volume fraction, and the interaction parameter $\chi$ is independent of $\varphi$ and $N$. Energies are in units of $kT$, entropies in units of $k$. Part (a) gave the mixing entropy per site by counting chain placements,

$$\frac{\Delta S}{M}=-(1-\varphi)\ln(1-\varphi)-\frac{\varphi}{N}\ln\varphi ,$$

where $M$ is the number of sites. Part (b) gave the free energy of mixing per site, measured from pure solvent and liquid-like pure polymer:

$$f(\varphi)=\frac{\varphi}{N}\ln\varphi+(1-\varphi)\ln(1-\varphi)+\chi\varphi(1-\varphi).$$

Its curvature is

$$f''=\frac{1}{N\varphi}+\frac{1}{1-\varphi}-2\chi .$$

Mixing is complete if and only if $\chi\le\chi_c$, with

$$\chi_c=\frac12\left(1+\frac1{\sqrt N}\right)^2,\qquad \varphi_c=\frac1{1+\sqrt N},$$

where $\varphi_c$ is the critical composition. Equivalently, chains with $N\le N^*$ mix in all proportions, where

$$N^*=\frac1{(\sqrt{2\chi}-1)^2},\qquad \tfrac12<\chi\le2 .$$

The chemical potentials of a solvent molecule and of a chain are

$$\mu_1=\ln(1-\varphi)+\left(1-\frac1N\right)\varphi+\chi\varphi^2,$$

$$\mu_2=\ln\varphi-(N-1)(1-\varphi)+\chi N(1-\varphi)^2 .$$

For $\chi>\chi_c$ a dilute phase $\varphi'$ can coexist with a swollen phase $\varphi''$. Equality of $\mu_2$ in the two phases gave, in part (f),

$$\ln\frac{\varphi'}{\varphi''}=-N(\varphi''-\varphi')\left[\chi(2-\varphi'-\varphi'')-1+\frac1N\right].$$

The second coexistence equation is the solvent condition $\mu_1(\varphi')=\mu_1(\varphi'')$.

Part (g) now asks: for fixed $\chi>1/2$ and large $N$, find the leading behaviour of $\varphi'$, including its prefactor.

**Solution.** Assume that $\varphi'$ becomes exponentially small, which the result must confirm. Then $\mu_1(\varphi')$ is negligible, and the solvent condition reduces to $\mu_1(\varphi'')=0$. With

$$g(\varphi)=\ln(1-\varphi)+\varphi+\chi\varphi^2$$

it reads $g(\varphi'')=\varphi''/N$. For infinite $N$ the swollen composition is the positive root $\varphi_\infty$ of $g=0$. The series of the logarithm turns this equation into

$$\chi=-\frac{\ln(1-\varphi_\infty)+\varphi_\infty}{\varphi_\infty^2}=\sum_{k\ge0}\frac{\varphi_\infty^k}{k+2}=\frac12+\frac{\varphi_\infty}3+\frac{\varphi_\infty^2}4+\dots$$

The right side grows steadily from $1/2$ to infinity as $\varphi_\infty$ goes from 0 to 1, so there is one root for each $\chi>1/2$.

With $\varphi'$ dropped, the relation of part (f) becomes

$$\ln\varphi'\simeq\ln\varphi''-NG(\varphi'')-\varphi'',\qquad G(\varphi)=\varphi[\chi(2-\varphi)-1].$$

The leading decay per segment is

$$s=G(\varphi_\infty)=\varphi_\infty[\chi(2-\varphi_\infty)-1].$$

Its sign decides whether the assumption was consistent. In $2\chi-1-\chi\varphi_\infty$ insert the series for $\chi$. The constant terms cancel, and the coefficient of $\varphi_\infty^k$ is

$$\frac2{k+2}-\frac1{k+1}=\frac{k}{(k+1)(k+2)} ,$$

so that

$$s=\sum_{k\ge1}\frac{k\,\varphi_\infty^{k+1}}{(k+1)(k+2)}>0 .$$

The solubility does fall exponentially with $N$.

The prefactor needs the shift of $\varphi''$ at order $1/N$, because $G$ is multiplied by $N$. Write $\varphi''=\varphi_\infty+a/N$. To first order, $g'(\varphi_\infty)a=\varphi_\infty$, with

$$g'(\varphi)=-\frac1{1-\varphi}+1+2\chi\varphi=\varphi\left[2\chi-\frac1{1-\varphi}\right].$$

Hence

$$a=\frac1{2\chi-1/(1-\varphi_\infty)} .$$

The series of $2\chi$ has coefficients $2/(k+2)$ and that of $1/(1-\varphi_\infty)$ has coefficients 1, so $a$ is negative. Shorter chains form a more swollen phase. The derivative of $G$ contains the same bracket:

$$G'(\varphi)=2\chi(1-\varphi)-1=(1-\varphi)\left[2\chi-\frac1{1-\varphi}\right].$$

Therefore $G'(\varphi_\infty)a=1-\varphi_\infty$, and $NG(\varphi'')=Ns+1-\varphi_\infty$ up to terms of order $1/N$. Substitution gives

$$\ln\varphi'=\ln\varphi_\infty-Ns-(1-\varphi_\infty)-\varphi_\infty+O(1/N),$$

$$\varphi'\simeq\varphi_\infty e^{-1-Ns}.$$

Solving the two coexistence equations numerically at $\chi=0.60$ gives a $\ln\varphi'$ that differs from this law by $-0.00419$ at $N=4000$ and by $-0.00209$ at $N=8000$. The difference halves when $N$ doubles, as a correction of order $1/N$ should.

The law links the solubility to the critical value. Let $\varepsilon=\chi-1/2$ be small. The leading terms of the series give $\varphi_\infty\simeq3\varepsilon$ and $s\simeq\varphi_\infty^2/6$, so

$$Ns\simeq\tfrac32(\varepsilon\sqrt N)^2 .$$

For long chains the critical point lies at $\varepsilon\sqrt N\simeq1$. The same combination thus sets the onset of separation and the fall of solubility beyond it. The law itself needs $|a|/N\ll\varphi_\infty$. Here $a\simeq-3/\varphi_\infty$, so the condition is $N\varepsilon^2\gg1/3$. The law describes chains well beyond the critical point and fails close to it.

### (h) Sensitivity to the solvent

**How does a small change of $\chi$ alter the solubility of long chains?**

**Solution.** The exponent depends on $\chi$ directly and through $\varphi_\infty$. The direct derivative of $G$ is $\varphi_\infty(2-\varphi_\infty)$. Differentiating $g(\varphi_\infty)=0$ gives $g'\,d\varphi_\infty/d\chi+\varphi_\infty^2=0$, hence

$$\frac{d\varphi_\infty}{d\chi}=-\frac{\varphi_\infty^2}{g'(\varphi_\infty)}=-a\varphi_\infty .$$

Multiplied by $G'$, this contributes $-\varphi_\infty(1-\varphi_\infty)$. The sum is

$$\frac{ds}{d\chi}=\varphi_\infty(2-\varphi_\infty)-\varphi_\infty(1-\varphi_\infty)=\varphi_\infty ,$$

and to leading order in $N$

$$\frac{\partial\ln\varphi'}{\partial\chi}\simeq-N\varphi_\infty .$$

Here $N\varphi_\infty$ is large, so a small change of temperature that shifts $\chi$ has an amplified effect on long chains. A blend of two solvents is not described by a single $\chi$: the swollen phase takes up the better solvent preferentially, and the solubility can differ by an order of magnitude or more from the value given by an averaged $\chi$. At $N=8000$ and $\chi=0.60$ the slope obtained from the coexistence equations agrees with this expression within the 1 % allowed in the test.

### (i) A film in a finite bath

**A dry film of thickness $h$ lies in a container where film and liquid together have depth $H$. When does it dissolve completely at equilibrium, and what remains if it does not?**

**Solution.** If all the polymer were spread through the depth, its volume fraction would be $\varphi_0=h/H$. For a thin film this is far below $\varphi''$. The film dissolves completely if $\chi\le\chi_c$, or if $\chi>\chi_c$ and $\varphi_0\le\varphi'$. The second possibility matters for development: $\chi_c$ bounds miscibility in all proportions, while a bath asks for miscibility at one very low polymer content.

If $\varphi'<\varphi_0<\varphi''$, a swollen layer of thickness $\ell$ remains. Conservation of polymer requires

$$\ell\varphi''+(H-\ell)\varphi'=H\varphi_0,\qquad \ell=H\,\frac{\varphi_0-\varphi'}{\varphi''-\varphi'} .$$

The dissolved fraction of the polymer is

$$\frac{(H-\ell)\varphi'}{H\varphi_0}=\frac{\varphi'(\varphi''-\varphi_0)}{\varphi_0(\varphi''-\varphi')} .$$

The longest chain that dissolves completely, $N_{\rm sol}$, satisfies $\varphi'(N_{\rm sol})=\varphi_0$. For $1/2<\chi\le2$ it exceeds $N^*$ if $\varphi_0$ is far below the critical composition at $N^*$: just beyond $N^*$ the dilute phase is close to that composition, and longer chains are needed to bring $\varphi'$ down to $\varphi_0$. The critical composition at $N^*$ tends to zero as $\chi$ approaches $1/2$, so this condition fails very close to $1/2$. Where the long-chain law holds at the cutoff length, it gives the estimate

$$N_{\rm sol}\simeq\frac{\ln(\varphi_\infty/\varphi_0)-1}{s} .$$

The bath depth enters through a logarithm. A tenfold deeper bath raises the estimate by $\ln10/s$.

### (j) A chain-scission resist

**Take $\chi=0.60$, $h=50$ nm and $H=1$ mm. Chains have $N=1000$ before exposure and $N=50$ after it. Find what the developer removes.**

**Solution.** These are round model parameters, and exposure is represented by shorter chains at unchanged $\chi$. The overall fraction is

$$\varphi_0=\frac{50\ \text{nm}}{10^6\ \text{nm}}=5.0\times10^{-5}.$$

The limit of complete miscibility follows from $\sqrt{1.2}-1=0.0954$, whose inverse square is $N^*\approx110$. The exposed chains lie below it. Equivalently, their $\chi_c=0.6514$ exceeds 0.60, and they dissolve. The unexposed chains have $\chi_c=0.5321$ and can separate.

For $\chi=0.60$ the infinite-chain values are $\varphi_\infty=0.24426$ and $s=0.013055$. The long-chain law then gives

$$N_{\rm sol}\simeq\frac{\ln(0.24426/5.0\times10^{-5})-1}{0.013055}=\frac{8.494-1}{0.013055}\approx574 .$$

The full coexistence equations give 572. The equilibrium cutoff in this bath is thus about five times $N^*$. Intermediate lengths show the difference:

| $N$ | $\varphi'$ | $\varphi''$ | film in the bath |
|---|---|---|---|
| 200 | $8.6\times10^{-3}$ | 0.192 | dissolves |
| 500 | $1.285\times10^{-4}$ | 0.2265 | dissolves |
| 1000 | $1.89\times10^{-7}$ | 0.236 | swollen layer remains |

The first two lengths lie beyond the critical point, yet their dilute phases can hold more than $\varphi_0$. A direct search for the lowest free energy over phase splits confirms $N^*$ to within 3 % and $N_{\rm sol}$ to within 2 %.

For the unexposed film, $\varphi'$ is negligible beside $\varphi''$ in the denominator, and

$$\ell\simeq10^6\ \text{nm}\times\frac{5.0\times10^{-5}-1.89\times10^{-7}}{0.2358}\approx211\ \text{nm}.$$

The dissolved fraction is close to $\varphi'/\varphi_0=0.38$ %, or 0.19 nm of dry thickness. The unexposed film is retained, but it swells to about four times its dry thickness. Retention at equilibrium therefore does not imply that the shape of a pattern is preserved. The calculation treats a laterally uniform film and says nothing about the sideways swelling of a line.

Replacing the liquid by fresh solvent removes a further 0.19 nm or so each time, as long as a swollen layer remains and equilibrium is reached. About $50/0.189\approx265$ such baths would be needed to remove the film. The cutoff $N_{\rm sol}$ therefore belongs to one bath of stated depth, and with unlimited fresh solvent the question becomes one of rate.

The retained film is also sensitive to $\chi$. For $N=1000$ the leading law predicts a factor $e^{1000\times0.24426\times0.01}=11.5$ in solubility for a change of 0.01. The coexistence equations give

$$\frac{\varphi'(0.59)}{\varphi'(0.60)}=\frac{1.797\times10^{-6}}{1.890\times10^{-7}}=9.5,$$

$$\frac{\varphi'(0.60)}{\varphi'(0.61)}=\frac{1.890\times10^{-7}}{1.614\times10^{-8}}=11.7 .$$

Two further terms account for most of the departure from 11.5: the curvature of $Ns$, which makes the two steps unequal, and the change of the prefactor, which lowers both factors. At $\chi=0.60$, $a=1/(1.2-1/0.75574)=-8.12$, so $d\varphi_\infty/d\chi=-a\varphi_\infty=1.98$. The curvature of $Ns$ changes the logarithm by $\tfrac12\times1000\times1.98\times0.01^2=0.10$, which is subtracted for the step down to 0.59 and added for the step up to 0.61. The prefactor $\varphi_\infty$ grows with $\chi$ and reduces both logarithms by $0.01\times8.12=0.08$. The leading value 2.44 becomes 2.26 and 2.46, that is, factors of 9.6 and 11.7.

### (k) What the result explains about development

**State which observations the theory can account for, and where it fails.**

**Solution.** The theory accounts for a chain-length dependence of the equilibrium extent of dissolution. For $\chi\le1/2$ it predicts no limit of solubility for any length. Within the model, a difference in development speed between short and long chains in such a solvent therefore cannot be attributed to a solubility limit. For $\chi>1/2$ the critical value marks where a limit first appears, and the dilute coexistence composition determines whether that limit matters in a given bath.

The theory contains no time. Solvent penetration into a glassy film, disentanglement of chains and transport through the liquid can control development before equilibrium is reached. The free energy of part (b) is also measured from a liquid-like polymer, so the extra free energy of a glass is left out, as are crosslinks and adhesion to the substrate.

The exponential law is a mean-field result with a bias of known direction for long chains. The model spreads the segments of the dilute phase uniformly, so a dissolved segment is surrounded almost entirely by solvent. For $\chi>1/2$ and sufficiently long chains, a real isolated chain can lower its free energy by collapsing into a globule whose interior resembles the swollen phase. The excess free energy then comes mainly from the surface of the globule. Its volume grows as $N$, so its surface grows as $N^{2/3}$, more slowly than the cost $Ns$ of the mean-field chain. The model thus underestimates $\varphi'$ once the surface cost has fallen below $Ns$, and where the cutoff lies in this regime it underestimates $N_{\rm sol}$ too. The length at which this happens depends on the surface tension of the globule, and hence on the segment length, which the lattice free energy does not contain. Whether the lengths of the example have reached this regime is therefore not decided here. The value 572 is a model result, not a prediction for a particular resist.

Scission produces a distribution of lengths, whereas each calculation here uses a single length. In a mixture all components are distributed over the same coexisting phases, of which there can be more than two, and the composition of each phase depends on all of them. The single-length cutoffs cannot simply be applied to each component in turn. An interaction parameter that varies with $\varphi$ would likewise change $f''$ and both chemical potentials, and the formula for $\chi_c$ would no longer hold as it stands.

The values used in the example are collected in the numerical output below.

## Values computed for the example and the checks

```
lattice-count mixing entropy (k per site): 0.25687
formula mixing entropy (k per site): 0.25690
entropy test: N = 50, phi = 0.3
chosen chi: 0.60
dry film thickness: 50 nm
total depth: 1 mm
overall polymer fraction phi0: 5.00e-05
longest fully miscible chain N*: 109.8 segments
longest fully dissolving chain N_sol: 572.1 segments
infinite-chain swollen fraction phi_inf: 0.24426
decay exponent s: 0.013055 per segment
N_sol from long-chain law: 574.0 segments
critical values (dimensionless):
N=50: chi_c=0.6514, phi_c=0.1239
N=100: chi_c=0.6050, phi_c=0.0909
N=200: chi_c=0.5732, phi_c=0.0660
N=500: chi_c=0.5457, phi_c=0.0428
N=1000: chi_c=0.5321, phi_c=0.0307
infinite N: chi_c=0.5000
equilibrium in the bath at the chosen chi:
N=50: miscible in all proportions, film dissolves
N=100: miscible in all proportions, film dissolves
N=200: dilute fraction=8.627e-03, swollen=0.1921
N=200: film dissolves despite the two-phase region
N=500: dilute fraction=1.285e-04, swollen=0.2265
N=500: film dissolves despite the two-phase region
N=1000: dilute fraction=1.890e-07, swollen=0.2358
N=1000: dissolved part=0.378 %
N=1000: dissolved dry thickness=0.189 nm
N=1000: swollen layer=211.3 nm
N=1000 dilute fraction from long-chain law: 1.923e-07
N=1000, chi=0.59: dilute fraction=1.797e-06
N=1000, chi=0.61: dilute fraction=1.614e-08
law: factor per 0.01 in chi, N=1000: 11.50
long-chain log error, N=4000: -0.00419
long-chain log error, N=8000: -0.00209
```
